# Elastic thermal stress in (111) and (001) grains of a copper film: verification in Python

```python
# Result under test: at equal equibiaxial elastic strain and with a free top
# surface, (111) copper grains carry M111/M001 = 2.27 times the stress of (001).
#   M001 = C11 + C12 - 2 C12^2/C11
#   M111 = 6 C44 (C11 + 2 C12)/(C11 + 2 C12 + 4 C44)
# C11, C12, C44: cubic elastic constants (GPa); M: biaxial modulus (GPa).
# Film axes: x and y in the plane, z along the film normal.
# Strain vectors are ordered xx, yy, zz, yz, xz, xy with engineering shears.
import itertools
import numpy as np
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve

COPPER = (168.4, 121.4, 75.4)
PAIRS = [(0, 0), (1, 1), (2, 2), (1, 2), (0, 2), (0, 1)]
AXES_001 = np.eye(3)
AXES_111 = np.array([[1, -1, 0], [1, 1, -2], [1, 1, 1]], float)
AXES_111 /= np.linalg.norm(AXES_111, axis=1)[:, None]


def film_stiffness(constants, axes):
    """6x6 stiffness in film axes; rows of axes are film axes in the crystal."""
    c11, c12, c44 = constants
    d = np.eye(3)
    tensor = c12 * np.einsum('ij,kl->ijkl', d, d)
    tensor += c44 * (np.einsum('ik,jl->ijkl', d, d)
                     + np.einsum('il,jk->ijkl', d, d))
    for m in range(3):
        tensor[m, m, m, m] += c11 - c12 - 2 * c44
    rotated = np.einsum('ai,bj,ck,dl,ijkl->abcd', axes, axes, axes, axes,
                        tensor, optimize=True)
    return np.array([[rotated[p + q] for q in PAIRS] for p in PAIRS])


def biaxial_response(constants, axes):
    """Strain and stress for unit equibiaxial strain and a free surface."""
    stiffness = film_stiffness(constants, axes)
    strain = np.array([1.0, 1.0, 0, 0, 0, 0])
    out = [2, 3, 4]
    strain[out] = -np.linalg.solve(stiffness[np.ix_(out, out)],
                                   (stiffness @ strain)[out])
    return strain, stiffness @ strain


def formula_moduli(constants):
    c11, c12, c44 = constants
    bulk3 = c11 + 2 * c12
    return (c11 + c12 - 2 * c12**2 / c11,
            6 * c44 * bulk3 / (bulk3 + 4 * c44))


# Closed formulas against the rotated tensor, for several in-plane rotations
m001, m111 = formula_moduli(COPPER)
c11, c12, c44 = COPPER
bulk3 = c11 + 2 * c12
normal_001 = -2 * c12 / c11
normal_111 = 1 - 3 * bulk3 / (bulk3 + 4 * c44)
for angle in (0.0, 0.3, 1.1):
    c, s = np.cos(angle), np.sin(angle)
    turn = np.array([[c, s, 0], [-s, c, 0], [0, 0, 1]])
    for axes, modulus, normal in ((AXES_001, m001, normal_001),
                                  (AXES_111, m111, normal_111)):
        strain, stress = biaxial_response(COPPER, turn @ axes)
        assert np.allclose(stress, [modulus, modulus, 0, 0, 0, 0], atol=1e-9)
        assert np.allclose(strain, [1, 1, normal, 0, 0, 0], atol=1e-11)

stress_001 = biaxial_response(COPPER, AXES_001)[1]
stress_111 = biaxial_response(COPPER, AXES_111)[1]
ratio = stress_111[0] / stress_001[0]
anisotropy = 2 * c44 / (c11 - c12)
assert abs(ratio - 3 * anisotropy * c11 / (bulk3 + 4 * c44)) < 1e-10
assert abs(ratio - 2.27) < 0.005

# With the anisotropy removed the two orientations must agree
isotropic = (c11, c12, (c11 - c12) / 2)
iso_ratio = (biaxial_response(isotropic, AXES_111)[1][0]
             / biaxial_response(isotropic, AXES_001)[1][0])
assert abs(iso_ratio - 1) < 1e-11

# Worked example: rough values for copper metallization on a wafer
alpha_film, alpha_substrate = 17e-6, 3e-6       # 1/K
t_free, t_final = 350.0, 300.0                  # K
cooling = t_free - t_final
misfit = (alpha_film - alpha_substrate) * cooling
sigma_001 = 1e3 * stress_001[0] * misfit        # MPa
sigma_111 = 1e3 * stress_111[0] * misfit


# Neglected effect 1: slip on the twelve {111}<110> systems
def largest_schmid_factor(axes):
    stress = axes.T @ np.diag([1.0, 1.0, 0.0]) @ axes
    planes = [np.array([1, a, b]) / np.sqrt(3)
              for a in (1, -1) for b in (1, -1)]
    directions = [np.array(v) / np.sqrt(2)
                  for v in itertools.product((-1, 0, 1), repeat=3)
                  if np.count_nonzero(v) == 2]
    return max(abs(p @ stress @ b) for p in planes for b in directions
               if abs(p @ b) < 1e-12)


schmid_001 = largest_schmid_factor(AXES_001)
schmid_111 = largest_schmid_factor(AXES_111)
assert abs(schmid_001 - 1 / np.sqrt(6)) < 1e-12
assert abs(schmid_111 - 2 / (3 * np.sqrt(6))) < 1e-12
critical_shear = 60.0                           # MPa, rough
shear_001, shear_111 = schmid_001 * sigma_001, schmid_111 * sigma_111
yield_cooling_001 = cooling * critical_shear / shear_001
yield_cooling_111 = cooling * critical_shear / shear_111
yield_ratio = schmid_001 / schmid_111
assert max(shear_001, shear_111) < critical_shear


# Neglected effect 2: neighbouring grains, by finite elements.
# Alternating (001) and (111) stripes on a rigid substrate, thickness 1.
def striped_film(width, n):
    """Mean and mid-grain in-plane stress of both grains, unit misfit."""
    columns, dx, dz = 2 * n, width / n, 1.0 / n
    stiffness = [film_stiffness(COPPER, a) for a in (AXES_001, AXES_111)]
    unit = np.array([1.0, 1.0, 1.0, 0, 0, 0])
    gauss = 0.5 + np.array([-0.5, 0.5]) / np.sqrt(3)
    matrices = []
    for x in gauss:
        for z in gauss:
            nx = np.array([z - 1, 1 - z, z, -z]) / dx
            nz = np.array([x - 1, -x, x, 1 - x]) / dz
            b = np.zeros((6, 12))
            b[0, 0::3] = nx
            b[2, 2::3] = nz
            b[3, 1::3] = nz
            b[4, 0::3] = nz
            b[4, 2::3] = nx
            b[5, 1::3] = nx
            matrices.append(b)
    b_mean = sum(matrices) / 4
    area = dx * dz
    k_grain = np.array([sum(b.T @ c @ b for b in matrices) * area / 4
                        for c in stiffness])
    f_grain = np.array([-b_mean.T @ c @ unit * area for c in stiffness])
    i, j = np.meshgrid(np.arange(columns), np.arange(n), indexing='ij')
    i, j = i.ravel(), j.ravel()
    right = (i + 1) % columns
    nodes = np.stack([j * columns + i, j * columns + right,
                      (j + 1) * columns + right, (j + 1) * columns + i], 1)
    dofs = (3 * nodes[:, :, None] + np.arange(3)).reshape(-1, 12)
    grain = (i >= n).astype(int)
    size = 3 * columns * (n + 1)
    rows = np.repeat(dofs, 12, axis=1).ravel()
    cols = np.tile(dofs, (1, 12)).ravel()
    matrix = coo_matrix((k_grain[grain].ravel(), (rows, cols)),
                        shape=(size, size)).tocsc()
    load = np.zeros(size)
    np.add.at(load, dofs.ravel(), f_grain[grain].ravel())
    fixed = 3 * columns                         # bottom row of nodes
    u = np.zeros(size)
    u[fixed:] = spsolve(matrix[fixed:, fixed:], load[fixed:])
    strain = u[dofs] @ b_mean.T + unit
    stress = np.einsum('eab,eb->ea', np.array(stiffness)[grain], strain)
    in_plane = (stress[:, 0] + stress[:, 1]) / 2
    mean = [in_plane[grain == g].mean() for g in (0, 1)]
    middle = [in_plane[i == n // 2 + g * n].mean() for g in (0, 1)]
    return np.array(mean), np.array(middle)


wide_mean, wide_middle = striped_film(20.0, 32)
assert np.allclose(wide_middle, [m001, m111], rtol=2e-3)
narrow = striped_film(1.0, 24)[0]
medium = striped_film(4.0, 24)[0]
coarse = striped_film(1.0, 12)[0]
assert np.allclose(coarse, narrow, rtol=0.02)   # mesh error is small
narrow_ratio, medium_ratio = narrow[1] / narrow[0], medium[1] / medium[0]
wide_ratio = wide_mean[1] / wide_mean[0]
assert narrow_ratio < medium_ratio < wide_ratio < ratio

# Neglected effect 3: softening on heating, rough slopes in GPa/K
slopes = np.array([-0.03, -0.015, -0.025])
hot = tuple(np.array(COPPER) + slopes * cooling)
hot_001 = biaxial_response(hot, AXES_001)[1][0]
hot_111 = biaxial_response(hot, AXES_111)[1][0]

# Neglected effect 4: the substrate shortens and bends.
# Unknowns: strain at the substrate bottom and curvature.
film_um, substrate_um, m_substrate = 1.0, 500.0, 180.0


def strain_loss(m_film):
    top = substrate_um + film_um
    moment = [m_substrate * substrate_um**k / k
              + m_film * (top**k - substrate_um**k) / k for k in (1, 2, 3)]
    drive = [-m_film * (top**k - substrate_um**k) / k for k in (1, 2)]
    base, curvature = np.linalg.solve([[moment[0], moment[1]],
                                       [moment[1], moment[2]]], drive)
    return -(base + curvature * (substrate_um + film_um / 2))


loss_001, loss_111 = strain_loss(m001), strain_loss(m111)
thin_loss_111 = 4 * m111 * film_um / (m_substrate * substrate_um)
assert abs(loss_111 / thin_loss_111 - 1) < 0.05  # leading order in thickness

print(f"C11, C12, C44 = {c11}, {c12}, {c44} GPa")
print(f"C11 + 2 C12 = {bulk3:.1f} GPa")
print(f"C11 + 2 C12 + 4 C44 = {bulk3 + 4 * c44:.1f} GPa")
print(f"anisotropy ratio A = {anisotropy:.3f}")
print(f"M001 = {stress_001[0]:.2f} GPa")
print(f"M111 = {stress_111[0]:.2f} GPa")
print(f"stress ratio (111)/(001) = {ratio:.3f}")
print(f"stress ratio with A = 1: {iso_ratio:.3f}")
print(f"normal/in-plane strain, (001) = {normal_001:.3f}")
print(f"normal/in-plane strain, (111) = {normal_111:.3f}")
print(f"film expansion (rough) = {alpha_film * 1e6:.0f} ppm/K")
print(f"substrate expansion (rough) = {alpha_substrate * 1e6:.0f} ppm/K")
print(f"stress-free, final temperature = {t_free:.0f}, {t_final:.0f} K")
print(f"misfit strain = {misfit:.2e}")
print(f"stress in (001) grain = {sigma_001:.1f} MPa")
print(f"stress in (111) grain = {sigma_111:.1f} MPa")
print(f"stress per kelvin, (001) = {sigma_001 / cooling:.2f} MPa/K")
print(f"stress per kelvin, (111) = {sigma_111 / cooling:.2f} MPa/K")
print(f"largest Schmid factor, (001) = {schmid_001:.3f}")
print(f"largest Schmid factor, (111) = {schmid_111:.3f}")
print(f"resolved shear stress, (001) = {shear_001:.1f} MPa")
print(f"resolved shear stress, (111) = {shear_111:.1f} MPa")
print(f"critical shear stress (rough) = {critical_shear:.0f} MPa")
print(f"cooling to first slip, (001) = {yield_cooling_001:.0f} K")
print(f"cooling to first slip, (111) = {yield_cooling_111:.0f} K")
print(f"stress ratio if both slip = {yield_ratio:.2f}")
print(f"film thickness = {film_um:.0f} um")
print(f"mean stress ratio, 1 um stripes = {narrow_ratio:.2f}")
print(f"mean stress ratio, 4 um stripes = {medium_ratio:.2f}")
print(f"mean stress ratio, 20 um stripes = {wide_ratio:.2f}")
print(f"mid-grain ratio, 20 um stripes = "
      f"{wide_middle[1] / wide_middle[0]:.3f}")
print(f"mean (001) stress change, 1 um = {100 * (narrow[0]/m001 - 1):.1f} %")
print(f"mean (111) stress change, 1 um = {100 * (narrow[1]/m111 - 1):.1f} %")
print(f"rough slopes of C11, C12, C44 = {slopes[0]}, {slopes[1]}, "
      f"{slopes[2]} GPa/K")
print(f"M001 change, 300 to 350 K = {100 * (hot_001 / m001 - 1):.1f} %")
print(f"M111 change, 300 to 350 K = {100 * (hot_111 / m111 - 1):.1f} %")
print(f"stress ratio with 350 K constants = {hot_111 / hot_001:.3f}")
print(f"substrate thickness = {substrate_um:.0f} um")
print(f"substrate biaxial modulus (rough) = {m_substrate:.0f} GPa")
print(f"strain lost to substrate, all-(001) film = {100 * loss_001:.2f} %")
print(f"strain lost to substrate, all-(111) film = {100 * loss_111:.2f} %")
print("all good")
```

Running it gives:

```
C11, C12, C44 = 168.4, 121.4, 75.4 GPa
C11 + 2 C12 = 411.2 GPa
C11 + 2 C12 + 4 C44 = 712.8 GPa
anisotropy ratio A = 3.209
M001 = 114.76 GPa
M111 = 260.98 GPa
stress ratio (111)/(001) = 2.274
stress ratio with A = 1: 1.000
normal/in-plane strain, (001) = -1.442
normal/in-plane strain, (111) = -0.731
film expansion (rough) = 17 ppm/K
substrate expansion (rough) = 3 ppm/K
stress-free, final temperature = 350, 300 K
misfit strain = 7.00e-04
stress in (001) grain = 80.3 MPa
stress in (111) grain = 182.7 MPa
stress per kelvin, (001) = 1.61 MPa/K
stress per kelvin, (111) = 3.65 MPa/K
largest Schmid factor, (001) = 0.408
largest Schmid factor, (111) = 0.272
resolved shear stress, (001) = 32.8 MPa
resolved shear stress, (111) = 49.7 MPa
critical shear stress (rough) = 60 MPa
cooling to first slip, (001) = 91 K
cooling to first slip, (111) = 60 K
stress ratio if both slip = 1.50
film thickness = 1 um
mean stress ratio, 1 um stripes = 1.25
mean stress ratio, 4 um stripes = 1.73
mean stress ratio, 20 um stripes = 2.14
mid-grain ratio, 20 um stripes = 2.274
mean (001) stress change, 1 um = 42.4 %
mean (111) stress change, 1 um = -21.8 %
rough slopes of C11, C12, C44 = -0.03, -0.015, -0.025 GPa/K
M001 change, 300 to 350 K = -1.4 %
M111 change, 300 to 350 K = -1.3 %
stress ratio with 350 K constants = 2.278
substrate thickness = 500 um
substrate biaxial modulus (rough) = 180 GPa
strain lost to substrate, all-(001) film = 0.51 %
strain lost to substrate, all-(111) film = 1.15 %
all good
```
